\section*{Slice Chern numbers, Hall conductivity and Fermi arc of a Weyl model}

\section*{Problem}

Spinless non-interacting electrons of charge $-e$ occupy two orbitals per site of a cubic lattice with spacing $a$. Wave vectors are measured in $1/a$, and $H(\mathbf k)=\mathbf d\cdot\boldsymbol\sigma$ with
\begin{equation}
\mathbf d=(t\sin k_x,\;t\sin k_y,\;M),\qquad M=m(2-\cos k_x-\cos k_y)+t_z(\cos k_0-\cos k_z),
\end{equation}
where $t,m,t_z>0$, $0<k_0<\pi$ and $2m>t_z(1-\cos k_0)$. Use $\mathbf A=i\langle u|\nabla_{\mathbf k}u\rangle$, $\Omega=\partial_xA_y-\partial_yA_x$, $C=\frac1{2\pi}\int\Omega\,dk_xdk_y$ for the lower band, and $j_x=\sigma_{xy}E_y$.
\begin{enumerate}
\item[(a)] Find the band touchings and their chiralities $\chi=\operatorname{sgn}\det(\partial d_i/\partial k_j)$.
\item[(b)] Compute $C(k_z)$.
\item[(c)] Find $\sigma_{xy}$ at $T=0$, $E_F=0$. Decide how far the nodes determine it, and find the leading change at $E_F\neq0$.
\item[(d)] For a slab of layers $n=1,\dots,N$ stacked along $y$, find the zero-energy surface states.
\end{enumerate}
Evaluate for the model parameters $t=1$ eV, $m=t_z=0.5$ eV, $k_0=\pi/3$, $a=0.4$ nm.

\section*{Solution}

\subsection*{(a) Nodes}

The energies $\pm|\mathbf d|$ touch where $\mathbf d=0$. The conditions $d_x=d_y=0$ force $k_x,k_y\in\{0,\pi\}$. At $(\pi,0)$ and $(0,\pi)$, $M\ge 2m-t_z(1-\cos k_0)>0$, and at $(\pi,\pi)$ $M$ is larger by $2m$. At $(0,0)$, $M=0$ requires $\cos k_z=\cos k_0$. The nodes are therefore $(0,0,\pm k_0)$. The matrix $\partial d_i/\partial k_j$ is lower triangular, so its determinant is $t^2t_z\cos k_x\cos k_y\sin k_z$, and $\chi=\pm1$ at $\pm k_0$. In the example the margin $2m-t_z(1-\cos k_0)$ is $0.75$ eV and $2k_0=2.0944$.

\subsection*{(b) Slice Chern numbers}

From the definition, $\Omega=i(\langle\partial_xu|\partial_yu\rangle-\langle\partial_yu|\partial_xu\rangle)$. Let $P=|u\rangle\langle u|$. Normalization makes $\langle u|\partial u\rangle$ imaginary, so $(\partial P)|u\rangle=|\partial u\rangle+|u\rangle\langle\partial u|u\rangle=(1-P)|\partial u\rangle$ and $\operatorname{Tr}(P\,\partial_xP\,\partial_yP)=\langle\partial_xu|(1-P)|\partial_yu\rangle$. The $P$ term equals $-\langle u|\partial_xu\rangle\langle u|\partial_yu\rangle$, which is symmetric in $x,y$ and cancels in the difference, leaving $\Omega=i\operatorname{Tr}(P[\partial_xP,\partial_yP])$. For the lower band $P=\frac12(1-\hat{\mathbf n}\cdot\boldsymbol\sigma)$ with $\hat{\mathbf n}=\mathbf d/|\mathbf d|$. The identities $[\mathbf a\cdot\boldsymbol\sigma,\mathbf b\cdot\boldsymbol\sigma]=2i(\mathbf a\times\mathbf b)\cdot\boldsymbol\sigma$ and $\operatorname{Tr}(P\,\mathbf c\cdot\boldsymbol\sigma)=-\hat{\mathbf n}\cdot\mathbf c$ give
\begin{equation}
\Omega=i\cdot\frac{2i}{4}\cdot(-1)\,\hat{\mathbf n}\cdot(\partial_x\hat{\mathbf n}\times\partial_y\hat{\mathbf n})
=\frac12\,\hat{\mathbf n}\cdot(\partial_x\hat{\mathbf n}\times\partial_y\hat{\mathbf n})
=\frac{\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)}{2|\mathbf d|^3}.
\label{omega}
\end{equation}
The last form follows because $\partial\hat{\mathbf n}=\partial\mathbf d/|\mathbf d|$ plus a multiple of $\hat{\mathbf n}$, which drops out of the triple product. The upper band has $\hat{\mathbf n}\to-\hat{\mathbf n}$ and curvature $-\Omega$.

The triple product is the signed area swept on the unit sphere, so $C$ is that area divided by $4\pi$. It equals the number of preimages of a point of the sphere, each counted with the sign of $\Omega$. This count is the same for every point whose preimages have $\Omega\ne0$, since on the closed zone torus preimages appear and vanish in pairs of opposite sign at folds of the map. The poles are convenient. Their preimages are the four points with $k_x,k_y\in\{0,\pi\}$, where $\partial_x\mathbf d\times\partial_y\mathbf d=t^2\cos k_x\cos k_y\,\hat{\mathbf z}$ and $\operatorname{sgn}\Omega=\operatorname{sgn}(M\cos k_x\cos k_y)$. Points with $M>0$ cover the north pole and points with $M<0$ the south pole. Each group sums to $C$, so
\begin{equation}
C=\tfrac12\left[\operatorname{sgn}M_{00}+\operatorname{sgn}M_{\pi\pi}-\operatorname{sgn}M_{\pi0}-\operatorname{sgn}M_{0\pi}\right].
\label{chern}
\end{equation}
Here $M_{00}<0$ for $|k_z|<k_0$ and the other three masses are positive, which gives
\begin{equation}
C=\tfrac12(-1+1-1-1)=-1\quad(|k_z|<k_0),\qquad C=\tfrac12(1+1-1-1)=0\quad(|k_z|>k_0).
\end{equation}
In the example $(M_{00},M_{\pi0},M_{\pi\pi})=(-0.25,0.75,1.75)$ eV at $k_z=0$ and $(0.75,1.75,2.75)$ eV at $k_z=\pi$.

The jump of $C$ is the chirality. The vector $\nabla\times\mathbf A$ is divergence-free away from nodes, and the side faces of the zone cancel by periodicity, so $2\pi[C(\text{above})-C(\text{below})]$ is the flux out of a small sphere around the node. By \eqref{omega} on that sphere, the flux is $2\pi$ times the covering number of $\hat{\mathbf n}$, and the invertible linear map near the node covers once, with orientation $\chi$. At $+k_0$ the jump is $0-(-1)=+1$, as required. If the inequality on $m$ is violated, further nodes appear and the pattern changes: $t=1$, $m=0.3$, $t_z=1$ eV, $k_0=\pi/2$ has $M_{00},M_{\pi0},M_{0\pi}<0<M_{\pi\pi}$ at $k_z=0$, and \eqref{chern} gives $C=+1$.

\subsection*{(c) Hall conductivity}

\paragraph{Adiabatic response.} A uniform field, switched on slowly so that $\mathbf s$ follows without fast oscillations, moves each state according to $\dot k_y=-eE_ya/\hbar$. From $[\sigma_a,\sigma_b]=2i\epsilon_{abc}\sigma_c$, the pseudospin $\mathbf s=\langle\boldsymbol\sigma\rangle$ obeys $\hbar\dot{\mathbf s}=2\mathbf d\times\mathbf s$. Write $\mathbf s=-\hat{\mathbf n}+\boldsymbol\delta$ with $\boldsymbol\delta\perp\hat{\mathbf n}$ of first order in $E_y$. To that order $-\hbar\dot{\hat{\mathbf n}}=2|\mathbf d|\,\hat{\mathbf n}\times\boldsymbol\delta$. Crossing with $\hat{\mathbf n}$ and using $\hat{\mathbf n}\times(\hat{\mathbf n}\times\boldsymbol\delta)=-\boldsymbol\delta$ gives $\boldsymbol\delta=\hbar\,\hat{\mathbf n}\times\dot{\hat{\mathbf n}}/2|\mathbf d|$. The velocity is $v_x=(a/\hbar)\,\partial_x\mathbf d\cdot\mathbf s$, and the part of $\partial_x\mathbf d$ perpendicular to $\hat{\mathbf n}$ is $|\mathbf d|\partial_x\hat{\mathbf n}$:
\begin{equation}
v_x=-\frac a\hbar\partial_x|\mathbf d|+\frac a2\,\partial_x\hat{\mathbf n}\cdot(\hat{\mathbf n}\times\partial_y\hat{\mathbf n})\,\dot k_y
=-\frac a\hbar\partial_x|\mathbf d|-a\Omega\dot k_y=-\frac a\hbar\partial_x|\mathbf d|+\frac{ea^2}{\hbar}\Omega E_y .
\end{equation}
The first term integrates to zero over $k_x$. With $j_x=-(e/a^3)\int d^3k\,v_x/(2\pi)^3$ and $\hbar=h/2\pi$,
\begin{equation}
\sigma_{xy}=\frac{e^2}{2\pi ha}K,\qquad K=-\frac1{2\pi}\int\Omega\,d^3k=-\int_{-\pi}^{\pi}C(k_z)\,dk_z .
\label{K}
\end{equation}
Each slice thus acts as a two-dimensional insulator with sheet conductance $-Ce^2/h$. The expansion needs $|\boldsymbol\delta|\ll1$, that is $eE_ya\,t\ll|\mathbf d|^2$, which fails within a distance $\propto\sqrt{E_y}$ of a node. Since $\Omega\sim q^{-2}$ at distance $q$ is integrable in three dimensions, the Hall term lost there is negligible as $E_y\to0$. The states in that region fill a volume $\propto E_y^{3/2}$, and those that have crossed it during a time $\tau$, which may stay excited, fill a volume $\propto E_y^2\tau$. Their velocities are bounded, so at fixed $\tau$ their current vanishes faster than $E_y$. Slow switching is a second condition. A field ramped up within the time $\tau$ is slow only for states with $|\mathbf d|\gg\hbar/\tau$, whatever its strength, so states within a distance $\propto1/\tau$ of a node respond linearly in $E_y$ but not adiabatically. The same integrability of $\Omega$ makes this correction to $\sigma_{xy}$ vanish as $\tau\to\infty$. Equation \eqref{K} therefore holds for $E_y\to0$ followed by $\tau\to\infty$. With (b), $K=2k_0$:
\begin{equation}
\sigma_{xy}=\frac{e^2}{2\pi h}\,\frac{2k_0}{a}.
\end{equation}
In the example $2k_0/a=5.2360\ \mathrm{nm^{-1}}$ and
\[
\sigma_{xy}=\frac{3.87405\times10^{-5}\,\mathrm S\times5.2360\times10^{9}\,\mathrm{m^{-1}}}{2\pi}=3.228\times10^{4}\ \mathrm{S/m}=322.8\ \mathrm{S/cm},
\]
one third of $e^2/ha=9.685\times10^4$ S/m. For $k_0\to0$ the nodes merge and $\sigma_{xy}\to0$; for $k_0\to\pi$ (allowed if $m\ge t_z$; at $m=t_z$ the gap at $(\pi,0,0)$ and $(0,\pi,0)$ also closes in the limit) they merge at the zone boundary and leave $e^2/h$ per layer. Tests by other routes agree: real-time evolution in a ramped field, which fixes the sign, gives $1.000\,e^2/h$ at $k_z=0$ and $0.000$ at $k_z=\pi$, and a Kubo sum gives $0.3329$ on a $72^3$ grid and $0.3334$ after extrapolation, against $0.3333\,e^2/ha$.

\paragraph{What the nodes fix.} Integrating \eqref{K} by parts with $dC/dk_z=\sum_i\chi_i\delta(k_z-k_{z,i})$ and $C(-\pi)=C(\pi)$ gives
\begin{equation}
K=\sum_i\chi_ik_{z,i}-2\pi C(\pi).
\end{equation}
The separation counts from the $\chi=-1$ to the $\chi=+1$ node, and the integer $C(\pi)$ is not node data, so the nodes fix $\sigma_{xy}$ modulo $e^2/ha$. A model with $C(\pi)\ne0$ follows from reversing the sign of the $t_z$ term. The two nodes stay in place, and no others appear provided $2m>|t_z|(1+\cos k_0)$, which holds for $|t_z|=m$. The chiralities flip and $M_{00}<0$ now for $|k_z|>k_0$, so $C(\pi)=-1$ and $K=2\pi-2k_0$. This is $0.6667\,e^2/ha$, and the extrapolated Kubo sum gives $0.6666$. Reversing the sign of $d_y$ as well, which is the reflection $k_y\to-k_y$, reverses $\Omega$, $C$ and both chiralities. The nodes then have the positions and chiralities of the original model, but $C(\pi)=+1$ and $K=2k_0-2\pi$, which differs from $2k_0$ by $2\pi$.

\paragraph{Finite $E_F$.} Consider the intrinsic contribution, with equilibrium occupations. For $E_F>0$ the upper band, with curvature $-\Omega$, is filled where $|\mathbf d|<E_F$; for $E_F<0$ the lower band is emptied where $|\mathbf d|<|E_F|$. Both give $\delta K=+\frac1{2\pi}\int_{|\mathbf d|<|E_F|}\Omega\,d^3k$. With $s_i=\sin k_i$, $c_i=\cos k_i$, one has $\partial_x\mathbf d=(tc_x,0,ms_x)$, $\partial_y\mathbf d=(0,tc_y,ms_y)$, their cross product is $(-tms_xc_y,-tms_yc_x,t^2c_xc_y)$, and $d^3k=d^3d/(t^2c_xc_y\,t_z|s_z|)$. Hence
\begin{equation}
\Omega\,d^3k=\frac{d^3d}{2|\mathbf d|^3\,t_z|s_z|}\left[d_z-m\frac{s_x^2}{c_x}-m\frac{s_y^2}{c_y}\right].
\end{equation}
The definition of $M$ gives $c_z=\cos k_0-d_z/t_z+O(d^2)$, and $d|s_z|=-c_z\,dc_z/|s_z|$ gives $t_z|s_z|=v+wd_z/v+O(d^2)$ at both nodes, with $v=t_z\sin k_0$, $w=t_z\cos k_0$. The bracket divided by $t_z|s_z|$ becomes $v^{-1}[d_z-m(d_x^2+d_y^2)/t^2-wd_z^2/v^2]$ plus cubic terms. Terms of odd degree average to zero over the ball, $\langle d_i^2\rangle=|\mathbf d|^2/3$, and $\int d^3d/|\mathbf d|=2\pi E_F^2$. Two nodes give
\begin{equation}
\delta K=\frac{2}{2\pi}\cdot\frac{2\pi E_F^2}{2v}\left(-\frac{2m}{3t^2}-\frac{w}{3v^2}\right)=-\frac{2m+t^2w/v^2}{3t^2v}\,E_F^2+O(E_F^4).
\end{equation}
With $v=0.43301$ eV and $w=0.25$ eV the coefficient is $-(1+0.25/0.43301^2)/(3\times0.43301)=-1.796\ \mathrm{eV^{-2}}$. It is tested against quadrature over the pockets at $E_F=0.01$ and $0.02$ eV. At $E_F=0.05$ eV the formula gives $-0.00449$ and the quadrature $-0.00452$, a change of $-0.22\%$ relative to $2k_0$. The shift comes from $m$ and $w$, the quadratic terms of the cones. The derivation assumes two separate pockets, which fails at the latest when they merge on the $k_z$ axis at $|E_F|=t_z(1-|\cos k_0|)$, that is $0.25$ eV in the example.

\subsection*{(d) Slab and Fermi arc}

\paragraph{Layer Hamiltonian.} Take $(H\psi)_n=h\psi_n+T\psi_{n+1}+T^\dagger\psi_{n-1}$ with $\psi_0=\psi_{N+1}=0$ and
\begin{equation}
T=\frac{t}{2i}\sigma_y-\frac m2\sigma_z,\qquad h=t\sin k_x\,\sigma_x+\mu\sigma_z,\qquad \mu=m(2-\cos k_x)+t_z(\cos k_0-\cos k_z).
\end{equation}
On $e^{ik_yn}$ the hopping gives $Te^{ik_y}+T^\dagger e^{-ik_y}=t\sin k_y\sigma_y-m\cos k_y\sigma_z$, which restores the bulk $H$. For the $\sigma_x$ eigenspinors $\zeta_s=(1,s)/\sqrt2$, $s=\pm1$, direct multiplication gives $\sigma_z\zeta_s=\zeta_{-s}$ and $\sigma_y\zeta_s=-is\,\zeta_{-s}$, so $T\zeta_s=-\frac12(m+st)\zeta_{-s}$ and $T^\dagger\zeta_s=-\frac12(m-st)\zeta_{-s}$. In the basis $(\zeta_+,\zeta_-)$,
\begin{equation}
H=\begin{pmatrix}t\sin k_x&D^{\mathsf T}\\ D&-t\sin k_x\end{pmatrix},\qquad (D\phi)_n=\mu\phi_n-\tfrac12(m+t)\phi_{n+1}-\tfrac12(m-t)\phi_{n-1}.
\end{equation}
In $H^2$ the off-diagonal blocks cancel, and the diagonal blocks are $t^2\sin^2k_x+D^{\mathsf T}D$ and $t^2\sin^2k_x+DD^{\mathsf T}$. Thus $E^2=t^2\sin^2k_x+\varepsilon^2$, with $\varepsilon$ a singular value of $D$. A state at $E=0$ needs $\sin k_x=0$ and a null vector of $D$ or $D^{\mathsf T}$.

\paragraph{Semi-infinite crystal, $n\ge1$.} A null vector $\phi$ of $D$ ($s=+1$) or $D^{\mathsf T}$ ($s=-1$) gives an eigenstate $\phi_n\zeta_s$ with $E=st\sin k_x$. Inserting $\phi_n=\lambda^n$,
\begin{equation}
f(\lambda)=(m+st)\lambda^2-2\mu\lambda+(m-st)=0 .
\end{equation}
The condition $\phi_0=0$ forces $\phi_n\propto\lambda_1^n-\lambda_2^n$ (or $n\lambda^n$ for a double root), which is normalizable if and only if $|\lambda_{1,2}|<1$. For $s=-1$ the product of roots has modulus $(m+t)/|m-t|>1$, so no state exists; for $m=t$ the recursion $\mu\phi_n=m\phi_{n-1}$ with $\phi_0=0$ and decay gives $\phi=0$. For $s=+1$ the product $p=(m-t)/(m+t)$ has $|p|<1$, and $f(\pm1)=2(m\mp\mu)$. Complex roots have $|\lambda|^2=p<1$ and make $f>0$ on the real axis, so $|\mu|<m$. Real roots inside $(-1,1)$ imply $f(\pm1)>0$. Conversely, $f(\pm1)>0$ puts real roots both inside, both above $1$ or both below $-1$, and the last two cases need $p>1$. The state therefore exists if and only if $|\mu|<m$. The lower bound holds everywhere, since $\mu\ge m-t_z(1-\cos k_0)>-m$, and $\mu<m$ means $M(k_x,0,k_z)<0$.

At $E=0$, $k_x=\pi$ has $M_{\pi0}>0$ and is excluded, while $k_x=0$ requires $M_{00}<0$. The Fermi arc is the segment $k_x=0$, $|k_z|<k_0$, which joins the projected nodes and covers the slices with $C=-1$. The reflection $n\to N+1-n$ exchanges $D$ and $D^{\mathsf T}$, so the top surface carries $\zeta_-$ with $E=-t\sin k_x$ in the same region. In the example the bottom state has $E=0.199$ eV at $k_x=0.2$ and velocity $ta/\hbar=6.08\times10^5$ m/s along $+x$ on the arc.

The direction matches (c). In one gapped slice, raising the bottom electrochemical potential by $\delta\mu_e$ over the top adds $\delta\mu_e/hv_x$ electrons per length moving with $v_x>0$, a current $I_x=-e\,\delta\mu_e/h$. With $\delta\mu_e=-e(V_{\rm bottom}-V_{\rm top})=-eE_yL$ for thickness $L$, this is $I_x=+(e^2/h)E_yL$.

\paragraph{Surface weight.} Set $\phi_1=1$, $\phi_{n+1}=b\phi_n-p\phi_{n-1}$, $b=2\mu/(m+t)$, $S=\sum_{n\ge1}\phi_n^2$, $R=\sum_{n\ge1}\phi_n\phi_{n+1}$. Multiplying the recursion by $\phi_n$ and summing, with $\phi_0=0$, gives $R=bS-pR$. Summing $(\phi_{n+1}-b\phi_n)^2=p^2\phi_{n-1}^2$ gives $S-1-2bR+b^2S=p^2S$. Eliminating $R=bS/(1+p)$, and using $1+p=2m/(m+t)$, $1-p=2t/(m+t)$, the first-layer weight is
\begin{equation}
Z=\frac1S=1-p^2+b^2-\frac{2b^2}{1+p}=\frac{1-p}{1+p}\left[(1+p)^2-b^2\right]=\frac{4t(m^2-\mu^2)}{m(m+t)^2}.
\end{equation}
It vanishes linearly in $M_{00}=\mu-m$ at the arc ends. At $k_x=k_z=0$, $\mu=0.25$ eV, the equation $1.5\lambda^2-0.5\lambda-0.5=0$ has roots $0.7676$ and $-0.4343$, and $Z=4(0.25-0.25^2)/(0.5\times1.5^2)=0.6667$. It falls to $0.2030$ at $k_z=0.9$ and $0.0702$ at $k_z=1.0$. A surface Green function built layer by layer gives $0.66667$ at $k_z=0$, and its weight extrapolates to zero at $k_z=1.0472=k_0$.

\paragraph{Decay length.} Near the ends $\lambda_1=e^{-\kappa}\to1$. Dividing $f=0$ by $2\lambda$ gives $\mu=m\cosh\kappa-t\sinh\kappa$, so $|M_{00}|=t\kappa-m\kappa^2/2+O(\kappa^3)$. Dividing by $\kappa|M_{00}|$ and setting $\kappa\approx|M_{00}|/t$ in the correction,
\begin{equation}
\frac\xi a=\frac1\kappa=\frac{t}{|M_{00}|}-\frac{m}{2t}+O(\kappa).
\end{equation}
The amplitude decay length diverges at the nodes, where the arc state spreads into the bulk. At $k_z=0,\,0.9,\,1.0$, $\xi/a=3.78,\,16.20,\,49.38$, while $t/|M_{00}|=4.00,\,16.45,\,49.63$; the difference approaches $m/2t=0.25$.

\paragraph{Finite thickness.} At $k_x=0$ the two surface states are degenerate and $D$ couples them. The bottom solution cut at layer $N$ has $(D\phi)_n=0$ for $n<N$ and $(D\phi)_N=\frac12(m+t)\phi_{N+1}$, because the term that would cancel the rest is missing. The mirrored top state has amplitude $\phi_1$ on layer $N$. For the normalized state $\phi_1^2=Z$ and $\phi_{N+1}=\phi_1(\lambda_1^{N+1}-\lambda_2^{N+1})/(\lambda_1-\lambda_2)$, so degenerate perturbation theory, valid for $Na\gg\xi$, gives $E=\pm\varepsilon_0$ with
\begin{equation}
\varepsilon_0\approx\tfrac12(m+t)\,Z\,\frac{|\lambda_1^{N+1}-\lambda_2^{N+1}|}{|\lambda_1-\lambda_2|}.
\end{equation}
For $N=20$, $k_z=0$, where $\lambda_2^{21}$ is negligible, $\varepsilon_0\approx0.75\times0.6667\times0.7676^{21}/(0.7676+0.4343)=1.610\times10^{-3}$ eV, and diagonalization of the slab gives the same four digits. In the example $\mu>0$ and $p<0$ on the whole arc, so the roots are real with $|\lambda_1|>|\lambda_2|$ and the finite slab has a gap $2\varepsilon_0>0$ there, exponentially small where $\xi\ll Na$. In general the gap closes exactly wherever $\phi_{N+1}=0$, since the cut solution is then a null vector of $D$. This can happen at isolated $k_z$ for complex roots, and it happens at $\mu=0$, where $\lambda_2=-\lambda_1$, for odd $N$. The arc is resolved where $\xi\ll Na$; twenty layers do not satisfy this at $k_z=0.9$. The numerical check printed below contains the tests named above.

\section*{Calculated quantities}
\begin{verbatim}
t = 1.0 eV, m = 0.5 eV, tz = 0.5 eV, a = 0.4 nm
k0 = 1.04720 1/a, node separation 2k0 = 2.09440 1/a
two-node margin 2m - tz(1-cos k0) = 0.750 eV
Berry flux/2pi out of node kz = +1.0472 1/a: +1.0000
Berry flux/2pi out of node kz = -1.0472 1/a: -1.0000
kz=0.0000 1/a: M(0,0), M(pi,0), M(pi,pi) = -0.250, 0.750, 1.750 eV
kz=3.1416 1/a: M(0,0), M(pi,0), M(pi,pi) = 0.750, 1.750, 2.750 eV
slice Chern number C(kz=0.0000 1/a) = -1
slice Chern number C(kz=0.9000 1/a) = -1
slice Chern number C(kz=1.2000 1/a) = 0
slice Chern number C(kz=3.1416 1/a) = 0
set t=1, m=0.3, tz=1 eV, k0=pi/2: C(kz=0) = 1
time evolution, slice kz=0.0000 1/a: j_x/E_y = 1.000 e^2/h
time evolution, slice kz=3.1416 1/a: j_x/E_y = -0.000 e^2/h
tz>0: Kubo 72^3 0.3329, extrapolated 0.3334, formula 0.3333 e^2/(h a)
tz<0: Kubo 72^3 0.6671, extrapolated 0.6666, formula 0.6667 e^2/(h a)
e^2/h = 3.87405e-05 S, e^2/(h a) = 9.68511e+04 S/m
node separation = 5.2360 1/nm
sigma_xy = 3.22837e+04 S/m = 322.8 S/cm
v = 0.43301 eV, w = 0.25000 eV, shift coefficient = -1.7962 1/(a eV^2)
E_F=0.05 eV: shift of 2k0 = -0.00452 (quadrature), -0.00449 (formula) 1/a
E_F=0.05 eV: relative change of sigma_xy = -0.216 %
existence test: 14 points with and 21 without surface state
arc end from vanishing of Green-function weight: 1.0472 1/a
Green-function weight at kz=0: 0.66667; at kz=pi: 1.3e-08
kz=0.0 1/a: mu=0.2500 eV, l1=0.7676, l2=-0.4343, Z=0.6667
  xi = 3.781 a, near-node estimate t/|M| = 4.000 a
kz=0.9 1/a: mu=0.4392 eV, l1=0.9401, l2=-0.3546, Z=0.2030
  xi = 16.203 a, near-node estimate t/|M| = 16.446 a
kz=1.0 1/a: mu=0.4798 eV, l1=0.9800, l2=-0.3402, Z=0.0702
  xi = 49.377 a, near-node estimate t/|M| = 49.625 a
N=20, kx=kz=0: eps0 = 1.6103e-03 eV (slab), 1.6101e-03 eV (formula)
bottom state at kx=0.2 1/a: E = 0.19867 eV
arc velocity t a/hbar = 6.0771e+05 m/s
\end{verbatim}
